\section*{Parr's integral Hellmann–Feynman theorem and integration of the differential theorem}

\section{Which route to an energy difference}

Suppose that wave functions are available for two nuclear arrangements, or two external potentials, $A$ and $B$, and that the energy difference is wanted. An implementation can subtract two energy expectation values, evaluate one transition matrix element between the stored states, or compute forces at intermediate points and integrate them. For exact eigenstates the three routes agree, provided the two states have nonzero overlap and the path joins the same two states. For approximate states they need not, and the choice depends on how the states were obtained.

If both energies come from a variational calculation, subtraction has an error of second order in the errors of the states. That error is the difference of the two energy errors. If the two approximations are unrelated, it need not shrink with the change of Hamiltonian. If they belong to one smooth family, such as a fixed variational space, it shrinks in proportion to a small change; the energy difference usually does the same, so the relative error need not improve. The transition element needs no intermediate points and expresses the difference through the change of the potential, but its error is generally of first order. Integrated forces reproduce the difference of variational energies when the variational space is fixed, or when the terms due to its motion are included. These statements are derived below.

Atomic units are used in the algebra, eV and \AA{} for numbers. A Hamiltonian $H$ includes the nuclear repulsion $V_{nn}$, a constant for fixed nuclei.

\section{The integral theorem}

Let $H_A$ and $H_B$ be self-adjoint operators with the same domain, and let
\begin{equation}
H_A\psi_A=E_A\psi_A,\qquad H_B\psi_B=E_B\psi_B .
\end{equation}
Define $\Delta H=H_B-H_A$, $\Delta E=E_B-E_A$ and $S=\langle\psi_A|\psi_B\rangle$. Because $\psi_B$ lies in both domains, the matrix element of $\Delta H$ can be split. In the first term $H_B$ acts to the right; in the second $H_A$ is moved to the left by self-adjointness:
\begin{align}
\langle\psi_A|\Delta H|\psi_B\rangle
&=\langle\psi_A|H_B\psi_B\rangle-\langle H_A\psi_A|\psi_B\rangle \nonumber\\
&=E_BS-E_AS=\Delta E\,S. \label{eq:product}
\end{align}
The eigenvalue $E_A$ leaves the bra unconjugated because it is real. If $S\ne0$, division gives Parr's theorem,
\begin{equation}
\boxed{\;\Delta E=\frac{\langle\psi_A|\Delta H|\psi_B\rangle}{\langle\psi_A|\psi_B\rangle}\;}
\label{eq:parr}
\end{equation}

Norms and phases cancel in the ratio, so stored states need no phase alignment. The change need not be small, and $\psi_B$ need not be the state that develops from $\psi_A$ along some path: any eigenstate of $H_B$ with nonzero overlap will do. If $S=0$, for example because the states have different parity under a symmetry shared by both Hamiltonians, equation \eqref{eq:product} reads $0=0$ and says nothing about $\Delta E$.

\subsection{Why the domain matters}

A softened Coulomb potential is bounded, so adding it to the kinetic energy leaves the domain unchanged. Moving a hard wall does change the domain. Take one particle in boxes $0<x<L_A$ and $0<x<L_B$, with $L_A<L_B$ and real eigenfunctions. Inside the smaller box both Hamiltonians are $-\tfrac12 d^2/dx^2$, so formally $\Delta H=0$ there. The energies nevertheless differ. With $S=\int_0^{L_A}\psi_A\psi_B\,dx$,
\begin{align}
\Delta E\,S
&=\int_0^{L_A}\left[-\tfrac12\psi_A\psi_B''+\tfrac12\psi_A''\psi_B\right]dx\nonumber\\
&=-\tfrac12\left[\psi_A\psi_B'-\psi_A'\psi_B\right]_0^{L_A}
=\tfrac12\psi_A'(L_A)\psi_B(L_A).
\end{align}
The integrand is the derivative of $-\tfrac12(\psi_A\psi_B'-\psi_A'\psi_B)$. Both functions vanish at $x=0$ and $\psi_A$ vanishes at $L_A$, but $\psi_B(L_A)$ does not. The boundary term therefore carries the whole difference. For the ground states of an electron in boxes of 4 and 5~\AA, $S=0.930$, and both the boundary term divided by $S$ and the difference of the eigenvalues are $-0.846$~eV.

\subsection{Change of the external potential}

For $N$ electrons let $\Delta H=\sum_i\Delta v(x_i)+\Delta V_{nn}$, where $x$ denotes position and spin is summed over. Exchanging two electrons changes the sign of both wave functions and leaves their product unchanged, so each electron contributes equally. Define
\begin{equation}
\rho_{AB}(x)=\frac{N}{S}\int\psi_A^*(x,x_2,\ldots)\,
\psi_B(x,x_2,\ldots)\,dx_2\cdots dx_N .
\end{equation}
Equation \eqref{eq:parr} becomes
\begin{equation}
\Delta E=\int\rho_{AB}(x)\,\Delta v(x)\,dx+\Delta V_{nn}.
\label{eq:density}
\end{equation}
The constant $\Delta V_{nn}$ appears with factor one because its matrix element is $\Delta V_{nn}S$. The integral of $\rho_{AB}$ is $N$, but $\rho_{AB}$ is a transition density, not the electron density of either state.

\section{Integrating the differential theorem}

Now let $H(t)$ be a differentiable family with $H(0)=H_A$ and $H(1)=H_B$, and follow a normalized, differentiable eigenstate $\psi(t)$. A prime on $H$, $E$ or $\psi$ denotes $d/dt$ here. Differentiation of $E=\langle\psi|H|\psi\rangle$ gives
\begin{align}
E'&=\langle\psi|H'|\psi\rangle+\langle\psi'|H|\psi\rangle+\langle\psi|H|\psi'\rangle\nonumber\\
&=\langle\psi|H'|\psi\rangle+E\frac{d}{dt}\langle\psi|\psi\rangle
=\langle\psi|H'|\psi\rangle . \label{eq:diff}
\end{align}
The second line uses the eigenvalue equation on both sides, and the last step the fixed norm. Hence
\begin{equation}
\Delta E=\int_0^1\langle\psi(t)|H'(t)|\psi(t)\rangle\,dt. \label{eq:path}
\end{equation}

The integral theorem contains the differential one as a limit. Apply \eqref{eq:parr} to $H(t)$ and $H(t+\delta)$, divide by $\delta$ and let $\delta\to0$. The overlap tends to one, $\Delta H/\delta$ tends to $H'$, and \eqref{eq:diff} follows.

Equation \eqref{eq:path} requires states along the path, and its result belongs to the state that is followed. If that state crosses another level, it may end as an excited state of $H_B$. Different paths have different integrands but the same integral, provided they join the same two eigenstates. Two choices are natural for a change of geometry: move the nuclei, so that $H'$ contains $\partial v/\partial R$, or mix the Hamiltonians, $H(t)=H_A+t\Delta H$. The second gives
\begin{equation}
\Delta E=\int\bar\rho(x)\Delta v(x)\,dx+\Delta V_{nn},\qquad
\bar\rho=\int_0^1\rho_t\,dt, \label{eq:average}
\end{equation}
where $\rho_t$ is the electron density of $\psi(t)$.

\subsection{Two densities with the same energy integral}

Equations \eqref{eq:density} and \eqref{eq:average} have the same form, but $\rho_{AB}$ and $\bar\rho$ are different functions. To compare them, replace the final Hamiltonian by $H_A+\lambda\Delta H$ with small $\lambda$. For real states and a nondegenerate starting level, write
\begin{equation}
\psi_\lambda=\psi_0+\lambda\psi_1+\lambda^2\psi_2+\cdots,\qquad
\langle\psi_0|\psi_{k}\rangle=0\quad(k\geq1),
\end{equation}
with $\langle\psi_0|\psi_0\rangle=1$. Let $D_{jk}(x)=N\int\psi_j\psi_k\,dx_2\cdots dx_N$ and $q=\langle\psi_1|\psi_1\rangle$. In this normalization $S=1$, and the transition density is
\begin{equation}
\rho_{AB}=D_{00}+\lambda D_{01}+\lambda^2D_{02}+O(\lambda^3).
\end{equation}
The density at an intermediate strength $\mu$ must be divided by the norm $1+\mu^2q+O(\mu^3)$:
\begin{equation}
\rho_\mu=D_{00}+2\mu D_{01}+\mu^2(2D_{02}+D_{11}-qD_{00})+O(\mu^3).
\end{equation}
Averaging over $0<\mu<\lambda$ replaces $\mu$ by $\lambda/2$ and $\mu^2$ by $\lambda^2/3$. The first-order terms then agree, and subtraction leaves
\begin{equation}
\rho_{AB}-\bar\rho=\frac{\lambda^2}{3}
\left(D_{02}-D_{11}+qD_{00}\right)+O(\lambda^3). \label{eq:gap}
\end{equation}
The integral of this difference with $\Delta v$ vanishes, because both densities yield the same $\Delta E$. A map of $\rho_{AB}\Delta v$ is thus one partition of the energy difference over space, and a map of $\bar\rho\Delta v$ another.

\section{Errors of approximate states}

Take any $\varphi_A,\varphi_B$ with overlap $s=\langle\varphi_A|\varphi_B\rangle\neq0$, and any real numbers $\mathcal E_A,\mathcal E_B$. Define the residuals $r_X=(H_X-\mathcal E_X)\varphi_X$. Substituting $H_X\varphi_X=\mathcal E_X\varphi_X+r_X$ into the two terms of the matrix element gives
\begin{equation}
\frac{\langle\varphi_A|\Delta H|\varphi_B\rangle}{s}
-(\mathcal E_B-\mathcal E_A)
=\frac{\langle\varphi_A|r_B\rangle-\langle r_A|\varphi_B\rangle}{s}.
\label{eq:residual}
\end{equation}
This identity covers both small errors and restricted basis sets.

\subsection{Order of the error}

Let $\psi_A,\psi_B$ be normalized, and let $\varphi_A=\psi_A+\varepsilon a$, $\varphi_B=\psi_B+\varepsilon b$, with $\varepsilon$ real, $\langle\psi_A|a\rangle=0$ and $\langle\psi_B|b\rangle=0$. Choose the exact energies for $\mathcal E_X$. Then $r_A=\varepsilon(H_A-E_A)a$ and $r_B=\varepsilon(H_B-E_B)b$. To first order the other factors in \eqref{eq:residual} can be replaced by exact states. Using $H_B-E_B=(H_A-E_A)+(\Delta H-\Delta E)$ and the eigenvalue equations,
\begin{align}
\langle\psi_A|(H_B-E_B)|b\rangle&=\langle\psi_A|(\Delta H-\Delta E)|b\rangle,\\
-\langle a|(H_A-E_A)|\psi_B\rangle&=\langle a|(\Delta H-\Delta E)|\psi_B\rangle .
\end{align}
The error of the transition formula, that is, its value minus the exact $\Delta E$, is therefore
\begin{equation}
\frac{\varepsilon}{S}\Big[\langle\psi_A|(\Delta H-\Delta E)|b\rangle
+\langle a|(\Delta H-\Delta E)|\psi_B\rangle\Big]+O(\varepsilon^2).
\label{eq:first}
\end{equation}
It is generally nonzero at first order. A small $\Delta H$ reduces the absolute error, but $\Delta E$ usually shrinks in proportion, so the relative error does not improve on that account.

For an energy expectation value the cross terms vanish, since $\langle a|H_A|\psi_A\rangle=E_A\langle a|\psi_A\rangle=0$. Thus
\begin{equation}
\frac{\langle\varphi_A|H_A|\varphi_A\rangle}{\langle\varphi_A|\varphi_A\rangle}-E_A
=\frac{\varepsilon^2\langle a|(H_A-E_A)|a\rangle}{1+\varepsilon^2\langle a|a\rangle},
\end{equation}
and similarly for $B$. The difference of the expectation values has an error of second order. A force integrand has no such protection by itself:
\begin{equation}
\frac{\langle\varphi|H'|\varphi\rangle}{\langle\varphi|\varphi\rangle}
=\langle\psi|H'|\psi\rangle+2\varepsilon\,\mathrm{Re}\langle a|H'|\psi\rangle+O(\varepsilon^2).
\end{equation}
Integrating forces from unoptimized states can therefore also give a first-order error. Variational optimization changes this, as follows.

\subsection{Fixed and moving basis sets}

Let $\varphi_A,\varphi_B$ be obtained by linear variation in one common subspace $\mathcal V$, and let $\mathcal E_X$ be their variational energies. The variational equations state that each residual is orthogonal to $\mathcal V$. Both numerator terms in \eqref{eq:residual} vanish, so the transition formula gives the difference of the variational energies. In a common nonorthogonal basis with overlap matrix $M$, Hamiltonian matrices $\mathbf H_X$ and coefficient vectors $c_X$, the implemented formula is
\begin{equation}
\mathcal E_B-\mathcal E_A=
\frac{c_A^\dagger(\mathbf H_B-\mathbf H_A)c_B}{c_A^\dagger Mc_B}.
\end{equation}
This concerns consistency, not accuracy: the variational difference may still be far from the exact one.

If the subspaces differ, $r_B$ is orthogonal to $\mathcal V_B$ but not necessarily to $\varphi_A$, and $r_A$ is not necessarily orthogonal to $\varphi_B$. The formula then generally fails. The path form has a corresponding defect. For a normalized variational state,
\begin{equation}
\mathcal E'=\langle\varphi|H'|\varphi\rangle
+2\,\mathrm{Re}\langle\varphi'|(H-\mathcal E)|\varphi\rangle .
\label{eq:pulay}
\end{equation}
Here $-\mathcal E$ may be inserted because $\mathrm{Re}\langle\varphi'|\varphi\rangle=0$. In a fixed subspace $\varphi'$ belongs to $\mathcal V$ and the last term vanishes. In a moving subspace it is the Pulay term, and it must be added before integration. Atom-centred functions that follow the nuclei are such a moving basis.

\section{Hartree--Fock states}

A fixed orbital space does not make the transition formula valid for Hartree--Fock determinants. Consider two electrons with opposite spins in one real normalized orbital. Let $h_X$ be the one-electron Hamiltonian, $J_X$ the Coulomb potential of $\varphi_X^2$, and $\langle J_X\rangle_X=\langle\varphi_X|J_X|\varphi_X\rangle$. In this section $\varphi_X$ is an orbital and $s=\langle\varphi_A|\varphi_B\rangle$. Then
\begin{equation}
(h_X+J_X)\varphi_X=\epsilon_X\varphi_X,\qquad
E_X^{\rm HF}=2\epsilon_X-\langle J_X\rangle_X+V_{nn,X}.
\end{equation}
The subtraction corrects the double counting of the repulsion in $2\epsilon_X$.

For the determinants, the one-body numerator is $2s\langle\varphi_A|\Delta v|\varphi_B\rangle$ and the overlap is $s^2$. The transition formula therefore gives
\begin{equation}
F=\frac{2\langle\varphi_A|\Delta v|\varphi_B\rangle}{s}+\Delta V_{nn}.
\end{equation}
The Fock operators differ by $\Delta v+J_B-J_A$, and the argument of \eqref{eq:product} applied to them yields
\begin{equation}
\frac{\langle\varphi_A|\Delta v|\varphi_B\rangle}{s}
=\epsilon_B-\epsilon_A-\frac{\langle\varphi_A|J_B-J_A|\varphi_B\rangle}{s}.
\end{equation}
Subtracting the Hartree--Fock energy difference leaves
\begin{equation}
F-\Delta E^{\rm HF}=\langle J_B\rangle_B-\langle J_A\rangle_A
-\frac{2}{s}\langle\varphi_A|J_B-J_A|\varphi_B\rangle. \label{eq:hf}
\end{equation}

For a small smooth change, choose signs so that $s>0$ and put $\delta=\varphi_B-\varphi_A$, $n=\varphi_A^2$ and $m=\varphi_B^2-\varphi_A^2=2\varphi_A\delta+\delta^2$. Let $(f|g)$ be the Coulomb interaction of two distributions. The first two terms of \eqref{eq:hf} equal $2(n|m)+(m|m)$. Since $\varphi_A\varphi_B=n+\tfrac12m-\tfrac12\delta^2$,
\begin{equation}
F-\Delta E^{\rm HF}=\left[2(n|m)+(m|m)\right]\left(1-\frac1s\right)
+\frac{(\delta^2|m)}{s}.
\end{equation}
Normalization gives $s=1-\tfrac12\langle\delta|\delta\rangle$. Both terms thus start at third order in $\delta$. The discrepancy is small for short steps but is not a controlled zero for long ones.

The differential theorem does hold here. Varying the orbital contributes $4\langle\varphi'|(h+J)|\varphi\rangle=4\epsilon\langle\varphi'|\varphi\rangle=0$ to $dE^{\rm HF}/dt$. What remains is $2\langle\varphi|v'|\varphi\rangle+V_{nn}'$, whose integral is $\Delta E^{\rm HF}$ when a differentiable solution is followed.

\section{Worked example: a stretched two-electron molecule}

Two electrons move on a line in the field of two unit charges at $\pm R/2$. With $w(d)=(d^2+\sigma^2)^{-1/2}$ and $\sigma=0.5$~\AA,
\begin{align}
H={}&\sum_{i=1}^2\left[-\frac12\frac{\partial^2}{\partial x_i^2}
-w(x_i-\tfrac R2)-w(x_i+\tfrac R2)\right]\nonumber\\
&+w(x_1-x_2)+w(R).
\end{align}
The separation grows from $R_A=0.8$ to $R_B=1.6$~\AA. Diagonalization for the singlet ground states gives $-41.52$ and $-39.34$~eV, hence $\Delta E=2.180$~eV (0.0801~hartree).

\paragraph{Exact states.} The transition element is $1.8884$~eV and the overlap $0.8663$, so
\begin{equation}
\Delta E=\frac{1.8884}{0.8663}\ \mathrm{eV}=2.180\ \mathrm{eV}.
\end{equation}
In the form \eqref{eq:density} this is $8.853-6.673=2.180$~eV, the electronic part plus the change of nuclear repulsion. Six-point integrations along the geometric and the mixing path also give 2.180~eV.

The end-point values of the integrand alone do not determine the path integral. The slopes $dE/dR$ are $-0.231$ and $2.654$~eV/\AA, and the trapezoid rule gives
\begin{equation}
0.8\times\frac{-0.231+2.654}{2}\ \mathrm{eV}=0.969\ \mathrm{eV}.
\end{equation}
On the mixing path the trapezoid gives 1.946~eV. The transition formula uses the same two states without this quadrature error. The integral of $|\rho_{AB}-\bar\rho|$ is about 0.048 electrons; the plain sum over the 0.2~\AA{} grid gives 0.049, because the integrand has kinks. In a separate test with weak perturbations, halving $\lambda$ reduces this measure by a factor 4.09, close to the factor 4 expected from \eqref{eq:gap}.

The lowest even excited singlet of $B$ has overlap 0.365 in magnitude with $\psi_A$, and the formula reproduces its energy difference of 14.261~eV on this grid. Enlarging the half-width of the grid from 7 to 11~\AA{} shifts these two values to 0.364 and 14.258~eV. For an odd singlet, 11.277~eV above $E_A$, numerator and overlap both vanish to numerical precision. Displacing molecule $B$ so that the left charges coincide lowers the ground-state overlap to 0.780 but leaves the result at 2.180~eV.

\paragraph{Spoiled states.} Unit-norm admixtures $a$ and $b$, made by orthogonalizing $\exp[-2(x_1^2+x_2^2)]$, with $x_i$ in \AA, to each exact state (the errors below depend on this width), are added with $\varepsilon=0.05$. Equation \eqref{eq:first} predicts an error of $0.05\times21.62=1.08$~eV; the actual error is 1.10~eV, half of $\Delta E$ itself. The difference of expectation values is wrong by only 0.004~eV. This value is a difference of two nonnegative second-order errors, and here they largely cancel: $b$ is even and orthogonal to $\psi_B$, so $\langle b|(H_B-E_B)|b\rangle$ is at least the lowest even excitation energy, $14.261-2.180=12.08$~eV, and the error for $B$ alone is at least $0.05^2\times12.08/(1+0.05^2)=0.030$~eV. Such cancellation is a feature of this example and cannot be relied on. The slope at $R_A$ is wrong by 1.25~eV/\AA.

\paragraph{Two-orbital subspaces.} With the two lowest one-electron orbitals of $A$ used throughout, energy subtraction, transition formula and path integral all give 9.629~eV. They are consistent, but far from 2.180~eV. If the two lowest orbitals are chosen anew at each $R$, the variational difference improves to 2.487~eV, while the transition formula gives 6.123~eV and the path integral without the Pulay term 6.092~eV. The missing Pulay contribution is $2.487-6.092=-3.605$~eV.

\paragraph{Hartree--Fock.} For the restricted solution, with both electrons in one orbital, the energy difference and the path integral are both 3.709~eV, which is 1.529~eV above the exact difference. This solution is not the lowest determinant at $R_B$: with different orbitals for the two spins the energy of $B$ falls by 1.436~eV, that of $A$ is unchanged, and the difference becomes 2.273~eV. The values that follow refer to the restricted solution. The transition formula gives 3.793~eV for centred molecules and 4.232~eV for the displaced $B$: the discrepancy from $\Delta E^{\rm HF}$ rises from 0.084 to 0.523~eV although the molecule itself is unchanged. For short centred steps, halving the step reduces the discrepancy by a factor 7.97, in agreement with third order. The numerical check following this text lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
Softening length: 0.50 angstrom
Separation R_A: 0.80 angstrom
Separation R_B: 1.60 angstrom
Grid spacing: 0.20 angstrom
Grid half-width: 7.00 angstrom
Total energy E_A: -41.51545 eV
Total energy E_B: -39.33567 eV
Energy difference, diagonalization: 2.17977 eV
Same difference: 0.080105 hartree
Change of difference on second grid: 9.3e-08 eV
Overlap S: 0.866325
Transition element of Delta H: 1.88839 eV
Electronic part of transition formula: 8.85326 eV
Nuclear repulsion change: -6.67349 eV
Transition formula: 2.17977 eV
Path integral, moving charges: 2.17977 eV
Path integral, mixed Hamiltonians: 2.17977 eV
Quadrature points per path: 6
dE/dR at R_A: -0.23146 eV/angstrom
dE/dR at R_B: 2.65367 eV/angstrom
Endpoint trapezoid, moving charges: 0.96889 eV
Endpoint trapezoid, mixed Hamiltonians: 1.94631 eV
Integrated |rho_AB - path average|: 0.04921 electrons
Density gap ratio on halving perturbation: 4.091
Even excited state: overlap with A: 0.36465
Even excited state: energy difference: 14.26067 eV
Even excited state: transition formula: 14.26067 eV
Odd excited state: energy difference: 11.27739 eV
Displaced B: overlap: 0.779658
Displaced B: transition formula: 2.17977 eV
HF energy difference: 3.70877 eV
HF path integral: 3.70877 eV
HF transition formula, centred: 3.79324 eV
HF transition formula, displaced B: 4.23224 eV
HF discrepancy ratio on halving step: 7.974
Spoiling amplitude epsilon: 0.05
First-order error rate, transition: 21.61929 eV
Spoiled transition formula error: 1.09807 eV
Spoiled expectation difference error: 0.00445 eV
Spoiled slope error at R_A: 1.24865 eV/angstrom
Fixed subspace: energy difference: 9.62908 eV
Fixed subspace: transition formula: 9.62908 eV
Fixed subspace: path integral: 9.62908 eV
Moving subspace: energy difference: 2.48705 eV
Moving subspace: transition formula: 6.12270 eV
Moving subspace: path integral: 6.09195 eV
Box length L_A: 4.0 angstrom
Box length L_B: 5.0 angstrom
Box overlap: 0.929697
Box energy difference: -0.84607 eV
Box boundary term: -0.84607 eV
\end{verbatim}
